# Why the quasiparticle gap cannot enter the sum-rule permittivity ceiling

## Question

I am comparing candidate oxides for a high-k gate stack and want a quick upper limit on the electronic part of the permittivity. The f-sum rule gives

$$\varepsilon_{\rm el}-1\le\left(\frac{E_p}{E_g}\right)^2,$$

where $E_p$ is the plasma energy of the electrons. For $E_g$ I have quasiparticle gaps, which I already need for band offsets. Optical absorption starts somewhat lower because of excitons. Since the quasiparticle gap is the energy needed to make a free electron and a free hole, may I use it here? If not, is there a definite system in which the inequality then fails, or is this only a matter of caution?

## Answer

You may not, and there is a solvable crystal in which the substituted inequality fails by a factor of almost three. It helps to see first where a gap enters the derivation.

### Which gap the derivation uses

Take a cubic insulator with its ions held fixed, and let $\varepsilon_1+i\varepsilon_2$ be its macroscopic dielectric function. Causality gives the Kramers-Kronig relation

$$\varepsilon_1(\omega)-1=\frac{2}{\pi}\,\mathcal P\!\int_0^\infty\frac{\omega'\varepsilon_2(\omega')}{\omega'^2-\omega^2}\,d\omega' .$$

We use it at two frequencies. At $\omega=0$, with $E=\hbar\omega'$,

$$\varepsilon_{\rm el}-1=\frac{2}{\pi}\int_0^\infty\frac{\varepsilon_2(E)}{E}\,dE .\tag{1}$$

Far above all absorption the denominator becomes $-\omega^2$, so $\varepsilon_1-1\to-(2/\pi\omega^2)\int\omega'\varepsilon_2\,d\omega'$. At such frequencies the electrons respond as if free. From $m\ddot x=-e\mathcal E$ one finds $x=e\mathcal E/(m\omega^2)$ and a polarization $-nex=-ne^2\mathcal E/(m\omega^2)$, where $n$ is the density of all electrons. Hence $\varepsilon_1-1\to-\omega_p^2/\omega^2$ with $\omega_p^2=ne^2/(\varepsilon_0m)$. Equating the two forms, with $E_p=\hbar\omega_p$,

$$\frac{2}{\pi}\int_0^\infty E\,\varepsilon_2(E)\,dE=E_p^2 .\tag{2}$$

Let $E_{\rm opt}$ be the energy below which $\varepsilon_2$ vanishes. Wherever $\varepsilon_2\neq0$ we have $E\ge E_{\rm opt}$, so $1/E=E/E^2\le E/E_{\rm opt}^2$. A passive medium has $\varepsilon_2\ge0$, so this may be inserted under the integral in (1). With (2),

$$\varepsilon_{\rm el}-1\le\left(\frac{E_p}{E_{\rm opt}}\right)^2 .\tag{3}$$

Equality requires all the strength to lie at $E_{\rm opt}$. The gap in (3) is the onset of absorption. The quasiparticle gap is a difference of total energies with changed electron number,

$$E_{\rm qp}=E(N+1)+E(N-1)-2E(N),$$

and it appears nowhere in the argument. If an exciton absorbs below $E_{\rm qp}$, the step $1/E\le E/E_{\rm qp}^2$ is false at the exciton energy. If instead absorption starts at or above $E_{\rm qp}$, the substitution is harmless and gives an equal or looser ceiling.

### A crystal with one exciton line

Consider a simple cubic lattice of spacing $a$. Each site carries a fixed unit positive charge and one electron in a parabolic well of frequency $\omega_0$. The parabola is an assumed confining potential, standing for everything the electron feels from its own site. Electrons do not tunnel between sites, and different sites interact through their net charges and dipoles. All these potentials depend on position alone, so the free response at high frequency, and with it (2), is unchanged.

I use atomic units from here ($\hbar=m=e=1$, $4\pi\varepsilon_0=1$), so $n=1/a^3$ and $\omega_p^2=4\pi n$. Let $\mathbf u$ be the displacement of each electron under a slowly varying macroscopic field $\mathbf E$. The polarization is $\mathbf P=-n\mathbf u$.

The field acting on an electron is not $\mathbf E$ itself. Draw a sphere around its site. Dipoles inside the sphere contribute nothing at the centre: along $\mathbf P$ their field is proportional to $\sum(3z^2-r^2)/r^5$, and cubic symmetry makes the sums with $x^2$, $y^2$ and $z^2$ equal. The medium outside gives $\mathbf E$ plus the field of the charge $-P\cos\theta$ per area on the cavity wall. That field at the centre is

$$\int P\cos^2\theta\,d\Omega=\frac{4\pi}{3}P .$$

The electron has charge $-1$, so

$$\ddot{\mathbf u}=-\omega_0^2\mathbf u-\mathbf E-\frac{4\pi}{3}\mathbf P
=-\left(\omega_0^2-\frac{\omega_p^2}{3}\right)\mathbf u-\mathbf E .$$

This linear equation also holds for the quantum operators, because the Hamiltonian is quadratic. Setting $\omega_T^2=\omega_0^2-\omega_p^2/3$ gives $\mathbf u=-\mathbf E/(\omega_T^2-\omega^2)$, and therefore

$$\varepsilon(\omega)=1+4\pi\frac{P}{E}=1+\frac{\omega_p^2}{\omega_T^2-\omega^2},\qquad
\varepsilon_{\rm el}-1=\frac{\omega_p^2}{\omega_T^2}.\tag{4}$$

There is one pole and so one absorption line, at $E_{\rm opt}=\omega_T$. It carries the whole sum rule, and the crystal sits at equality in (3). What remains is to show that this line is a bound exciton, that is, $\omega_T<E_{\rm qp}$.

### The quasiparticle gap of isolated wells

To make a free electron and hole, take the electron from one well and put it into a distant well that is already occupied. For wells far apart, $E(0)=0$ and $E(1)=\tfrac32\omega_0$, where the argument now counts electrons in one well. For two electrons use $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$:

$$H=\left[\frac{P_R^2}{4}+\omega_0^2R^2\right]+\left[p^2+\frac{\omega_0^2r^2}{4}+\frac1r\right].$$

The first bracket is an oscillator of mass 2 and frequency $\omega_0$, with ground energy $\tfrac32\omega_0$. Let $E_r$ be the ground energy of the second. Then

$$E_{\rm qp}=E(2)+E(0)-2E(1)=E_r-\tfrac32\omega_0\equiv U .$$

$U$ is the cost of the repulsion between the two electrons. With radial function $\chi(r)=g(r)e^{-\omega_0r^2/4}$, the equation $-\chi''+(\omega_0^2r^2/4+1/r)\chi=E_r\chi$ becomes

$$-g''+\omega_0rg'+\frac{\omega_0}{2}g+\frac gr=E_rg .$$

Try $\omega_0=\tfrac12$ and $g=r+r^2/2$, for which $g'=1+r$ and $g''=1$. The left side is

$$-1+\frac{r+r^2}{2}+\frac14\left(r+\frac{r^2}{2}\right)+1+\frac r2=\frac54\left(r+\frac{r^2}{2}\right).$$

So $E_r=\tfrac54$. The function has no node at $r>0$, so this is the ground state, and $U=\tfrac54-\tfrac34=\tfrac12=\omega_0$.

For $\omega_0=\tfrac1{10}$ take $g=r+r^2/2+r^3/20$, with $g'=1+r+3r^2/20$ and $g''=1+3r/10$. Collecting powers on the left side:

- constant: $-1+1=0$
- $r$: $-0.3+0.1+0.05+0.5=0.35$
- $r^2$: $0.1+0.025+0.05=0.175$
- $r^3$: $0.015+0.0025=0.0175$

This is $0.35\,g$, so $U=0.35-0.15=0.2=2\omega_0$.

Between and beyond these points a scaling argument suffices. With $r=x/\sqrt{\omega_0}$, the ratio $E_r/\omega_0$ is the lowest eigenvalue of

$$-\frac{d^2}{dx^2}+\frac{x^2}{4}+\frac{1}{\sqrt{\omega_0}\,x}.$$

The last term is positive and weakens as $\omega_0$ grows, so $U/\omega_0$ falls steadily. Isolated wells therefore have $U>\omega_0$ precisely when $\omega_0<\tfrac12$ hartree, or 13.6 eV. Below that value, exciting an electron within its well costs less than separating it from its hole.

In the dilute limit $\omega_T\to\omega_0$, and the permittivity excess over the substituted ceiling has the ratio $(U/\omega_0)^2$. At $\omega_0=\tfrac1{10}$ this is 4. For $\omega_0>\tfrac12$ it is below 1: the line then lies above the quasiparticle gap, and the substituted inequality is satisfied.

### Polarization by the neighbours

At finite density the surroundings polarize around the added electron and around the hole, which lowers $E_{\rm qp}$. This could in principle unbind the exciton, so it has to be computed.

The problem stays quadratic. On a doubly occupied site the centre of mass has mass 2, frequency $\omega_0$ and dipole $-2\mathbf R$; the relative motion has no dipole and decouples. In terms of $\mathbf Q=\sqrt2\,\mathbf R$, which has unit mass, the dipole is $-\sqrt2\,\mathbf Q$. In general a site with $\nu_i$ electrons has dipole $-s_i\mathbf Q_i$ with $s_i=\sqrt{\nu_i}$, and an empty site drops out. The oscillators have the matrix

$$D_{ij}=\omega_0^2\delta_{ij}+s_is_jT_{ij},\qquad T_{ij}=\frac{1-3\hat{\mathbf r}\hat{\mathbf r}^{T}}{r^3}\quad(i\ne j),\quad T_{ii}=0 .$$

If $\mathbf F_i$ is the field of the net charges at site $i$, the energy contains the linear term $f^TQ$ with $f_i=s_i\mathbf F_i$. Completing the square gives the energy

$$\frac12\sum_\lambda\omega_\lambda-\frac12f^TD^{-1}f ,$$

where $\omega_\lambda^2$ are the eigenvalues of $D$. To this one adds $E_r$ for a doubly occupied site, and the direct interaction when two net charges are present.

I evaluated this for a sphere of sites around each charge. The medium beyond its radius $R_s$ was treated as a continuum. With displacement field $1/r^2$ it adds, per charge,

$$\frac{1}{8\pi}\int_{R_s}^\infty\left(\frac{1}{\varepsilon_{\rm el}}-1\right)\frac{4\pi r^2}{r^4}\,dr=-\frac{1}{2R_s}\left(1-\frac1{\varepsilon_{\rm el}}\right).$$

Spheres of 147 and 341 sites give gaps that differ by less than 0.1 meV.

### Numbers

Choose $\hbar\omega_0=4.0$ eV and $a=0.90$ nm. The plasma energy is 1.375 eV, and

$$E_{\rm opt}=\sqrt{4.0^2-\frac{1.375^2}{3}}\ \text{eV}=3.92\ \text{eV}.$$

The pair interaction is $U=6.81$ eV and the crystal changes the gap by $-0.23$ eV, so $E_{\rm qp}=6.58$ eV. The exciton is bound by $6.58-3.92=2.66$ eV. Then

$$\varepsilon_{\rm el}-1=\left(\frac{1.375}{3.92}\right)^2=0.123,\qquad
\left(\frac{E_p}{E_{\rm qp}}\right)^2=\left(\frac{1.375}{6.58}\right)^2=0.044 .$$

The permittivity excess is 2.8 times what the substituted inequality would allow. That factor is $(E_{\rm qp}/E_{\rm opt})^2$, as it must be when (3) holds with equality.

Moving an electron to an occupied neighbouring well costs 5.1 eV, so the neutral arrangement is stable against that transfer.

The model forbids tunnelling, which would widen the levels into bands and narrow $E_{\rm qp}$. An added electron has energy $\tfrac32\hbar\omega_0+U=12.8$ eV. Subtracting 4 eV of transverse zero-point energy leaves 8.8 eV along one axis, between the second (6 eV) and third (10 eV) levels of a one-dimensional well. I therefore took the third level for the electron and the lowest for the hole. Two adjoining parabolas give hopping energies of 30 and 0.18 meV. Six neighbours then narrow the gap by about $6\times30$ meV $=0.18$ eV. This is an estimate, not a bound, and it is probably too large: it treats all of $U$ as motion along the axis, although the repulsion also raises the barrier between the wells, by about 3 eV at the midpoint. The coupling of the charges to the quadrupoles induced on the six nearest neighbours shifts the gap by a further $-1.6$ meV. Even taking these reductions at face value, with $E_{\rm opt}$ and $\varepsilon_{\rm el}$ held fixed, the violation factor falls only from 2.8 to about 2.7. Thermal excitation of the exciton at 400 K is negligible, with a Boltzmann factor of order $10^{-50}$.

### A bound exciton alone does not cause a violation

Define a mean energy by $\bar E=E_p/\sqrt{\varepsilon_{\rm el}-1}$. Then $\varepsilon_{\rm el}-1>(E_p/E_{\rm qp})^2$ is the same statement as $\bar E<E_{\rm qp}$. The exciton must hold enough strength to pull this mean below the quasiparticle gap.

Suppose a fraction $f$ of the strength lies in an exciton at $E_x<E_{\rm qp}$ and the rest at $E_c>E_{\rm qp}$. By (1) and (2), a line with fraction $f$ at $E_x$ contributes $fE_p^2/E_x^2$. Violation requires

$$\frac{f}{E_x^2}+\frac{1-f}{E_c^2}>\frac1{E_{\rm qp}^2}
\quad\Longleftrightarrow\quad
f>\frac{E_{\rm qp}^{-2}-E_c^{-2}}{E_x^{-2}-E_c^{-2}} .\tag{5}$$

### What this means for hafnia

Take rough values for hafnia, treated as isotropic: quasiparticle gap 6 eV, exciton binding 0.3 eV, electronic permittivity 4, and 0.035 nm³ per formula unit. Counting 16 valence electrons (Hf 5d and 6s, O 2s and 2p) gives $E_p\approx25$ eV. The ceiling on $\varepsilon_{\rm el}$ is then about 20.4 with the optical gap of 5.7 eV and 18.5 with the quasiparticle gap. Both are far above 4, so the wrong gap does no visible harm here. The reason is the mean energy, $\bar E=25.1/\sqrt3\approx14.5$ eV, well above the gap. With $E_c$ fixed at that value, (5) gives

$$f>\frac{0.0278-0.0048}{0.0308-0.0048}\approx0.88 .$$

In this two-line estimate, about nine tenths of the valence strength would have to sit in the exciton. The fraction depends on where the remaining strength lies: with $E_c=8$ eV it would be 0.80.

The model crystal resembles hafnia in the size of its quasiparticle gap and in little else. Its permittivity is 1.12 instead of about 4, and its exciton binding is roughly nine times larger. Of the model's assumptions that the real oxide breaks, the one that explains why the ceiling is so loose is the single line: the oxide's strength is spread to high energy, which leaves $\varepsilon_{\rm el}-1$ near 3 where the valence ceiling would permit about 19.

Two cautions apply when you use (3) for screening:

- **Electron count.** The strict ceiling uses all electrons. For hafnia that means 88 per formula unit, $E_p\approx59$ eV and a ceiling near 108. The valence-only value is an approximation, because core and valence strengths do not separate cleanly. The count of 16 is itself a convention: it leaves out the 14 Hf 4f electrons, which are bound less tightly than the O 2s electrons it includes. With them the count is 30, $E_p\approx34$ eV, the ceiling is near 37 and the required excitonic fraction is 0.89.
- **Lattice response.** The static permittivity of hafnia, roughly 20, is mostly due to the ions. They absorb far below $E_{\rm opt}$, so the assumption behind (3) fails for the full static response. That 20 lies close to the valence ceiling of 20.4 has no significance.

Keep the quasiparticle gap for band offsets, and put the onset of optical absorption into the sum-rule ceiling. In a real film, absorption tails and defects blur that onset. With a gap extrapolated from a measured spectrum, (3) is therefore an estimate and not a strict bound. The numerical output below lists the main values used here.

## Calculated quantities

```
MODEL CRYSTAL
Well quantum hbar*w0 (chosen): 4 eV
Site spacing (chosen): 0.9 nm
Plasma energy E_p: 1.375 eV
Optical gap E_opt: 3.92 eV
Strength in first line, harmonic well: 1
Strength in first line, anharmonic well: 0.995421
alpha*gap^2, harmonic well (ceiling 1): 1
alpha*gap^2, anharmonic well (ceiling 1): 0.995783
Two-electron interaction U: 6.812 eV
U = w0 threshold for isolated wells: 13.61 eV
Change of gap by crystal: -0.233 eV
Quasiparticle gap E_qp: 6.578 eV
Sites in smaller sphere: 147
Sites in larger sphere: 341
Gap difference between spheres: 0.058 meV
Exciton binding E_qp - E_opt: 2.658 eV
Neighbour charge-transfer energy: 5.14 eV
Electronic permittivity: 1.1231
Permittivity minus 1: 0.1231
True ceiling (E_p/E_opt)^2: 0.1231
Substituted value (E_p/E_qp)^2: 0.04371
Violation factor: 2.816
EFFECTS LEFT OUT OF THE MODEL
Hopping, lowest well level: 0.18 meV
Hopping, third well level: 30 meV
Gap narrowing estimate, 6 neighbours: 0.18 eV
Charge-quadrupole gap shift: -1.6 meV
Gap after these reductions: 6.4 eV
Violation factor after reductions: 2.66
Thermal energy at 400 K: 0.034 eV
Boltzmann factor of exciton at 400 K: 4e-50
HAFNIA, ROUGH INPUTS
Quasiparticle gap (rough): 6 eV
Exciton binding (rough): 0.3 eV
Volume per formula unit (rough): 0.035 nm^3
Electronic permittivity (rough): 4
Static permittivity with lattice (rough): 20
Valence plasma energy, 16 electrons: 25.1 eV
All-electron plasma energy, 88 electrons: 58.9 eV
Valence ceiling on permittivity, optical gap: 20.4
Same with quasiparticle gap: 18.5
All-electron ceiling, optical gap: 108
Ratio (E_qp/E_opt)^2: 1.11
Mean energy E_p/sqrt(eps-1), valence: 14.5 eV
Excitonic fraction needed for violation: 0.88
```
